Why Coarse k-Point Grids Can Magnetize a Nonmagnetic Metal

**Sixty-four electrons in a box**

Take free electrons, one per primitive cell of a body-centred cubic lattice, and sample the Brillouin zone with a 4×4×4 grid that contains the point Γ. There are 64 k-points, so there are 64 electrons to place, 32 of each spin if the metal is nonmagnetic.

The allowed wavevectors, counting all bands, are

p = (2π/a)(h, k, l)/4, with h + k + l even,

because the reciprocal lattice of the bcc lattice is generated by (0,1,1), (1,0,1) and (1,1,0) in units of 2π/a. The energy depends on h² + k² + l² alone. The lowest shells are

(0,0,0): 1 point
(1,1,0): 12 points
(2,0,0): 6 points
(2,1,1): 24 points.

The first three shells take 1 + 12 + 6 = 19 electrons of each spin. The remaining 13 of each spin go into the fourth shell, which offers 24 places per spin. That shell therefore holds 26 electrons in 48 places, all at the same energy.

Now turn spins over. Putting 24 of the 26 electrons in spin up and 2 in spin down costs no band energy, since no electron changes its level. Any exchange interaction that favours parallel spins, however weak, then makes the polarized arrangement the lower one. The moment is (24 − 2)/64 = 0.34375 Bohr magnetons per atom. In the converged metal the same spin flips would cost kinetic energy, because the levels near the Fermi energy are spread out. The grid has removed that cost.

The 24 points (2,1,1) form one star: the cubic symmetry operations carry each into every other. They lie at distance √6/4 = 0.612 from Γ in units of 2π/a, inside the nearest zone face at √2/2 = 0.707. A lattice potential of cubic symmetry would leave them degenerate, so the degeneracy is not an accident of the free-electron model.

**The energy balance**

Let N↑ and N↓ be the electron numbers per cell, with N↑ + N↓ = 1 and m = N↑ − N↓. The bands are taken to be the same for both spins apart from a rigid shift, and the exchange-correlation energy is expanded as

E_xc(m) = E_xc(0) − I m²/4,

which defines the Stoner parameter I = −2 d²E_xc/dm² at m = 0. Terms of order m⁴ are dropped here and restored in the numerical minimization. States that lower the spatial symmetry are not considered.

Let μ(N) be the chemical potential that places N electrons in one spin channel at smearing width σ, and define the band free energy of that channel by dF_b/dN = μ. For Fermi-Dirac smearing this is the usual energy minus temperature times entropy, with σ = k_B T. The total is

F(m) = F_b((1+m)/2) + F_b((1−m)/2) − I m²/4.

Differentiating, with a factor 1/2 from each argument,

dF/dm = (μ↑ − μ↓)/2 − I m/2.

A stationary state satisfies μ↑ − μ↓ = I m, where μ↑ and μ↓ are measured from the unshifted bands. Differentiating once more at m = 0, where both channels have dμ/dN = 1/D_σ,

d²F/dm² = (1/2)(1/D_σ − I).

The nonmagnetic state is unstable when this is negative:

I D_σ > 1.

This is the Stoner criterion. The quantity D_σ = dN/dμ is the density of states per spin and per cell as the smeared grid sees it.

**The star as a delta function**

Let the open star have g points on a grid of N_k points. Its weight is w = g/N_k, its energy ε*, and its filling per spin f. If the other shells are full or empty, the density of states near the Fermi level is

D(ε) = w δ(ε − ε*).

Without smearing, F(m) = F(0) − I m²/4 as long as the transfer stays inside the star. The point m = 0 is then a maximum for every I > 0. The transfer ends when one spin channel of the star is full or the other is empty. Writing the two fillings as f + δ and f − δ, we have m = 2wδ with δ at most min(f, 1−f), so

m₀ = 2w min(f, 1−f).

To go further, an electron must cross the gap Δ to a neighbouring shell, and the slope becomes dF/dm = (Δ − I m)/2. The saturated state is thus a local minimum if I m₀ < Δ.

With Fermi-Dirac smearing,

f = 1/(1 + exp[(ε* − μ)/σ]), df/dμ = f(1−f)/σ.

Since N changes by w df,

D_σ = w f(1−f)/σ.

The delta function has acquired a finite height, inversely proportional to the width. Setting I D_σ = 1 gives the width at which the instability ends:

σ_c = I w f(1−f).

**No magnetic state hides above σ_c**

The criterion I D_σ > 1 examines small moments. A separate minimum at large m could in principle survive when m = 0 is already stable. For an isolated star it does not.

Inverting the Fermi function gives μ = ε* + σ ln[f/(1−f)], hence dμ/df = σ G(f) with

G(f) = 1/[f(1−f)] = 1/f + 1/(1−f).

The difference μ↑ − μ↓ is the integral of σG from f − δ to f + δ. Let A(δ) be the average of G over that interval, whose length is 2δ. The condition μ↑ − μ↓ = I m reads

2δ σ A(δ) = 2 I w δ, or σ A(δ) = I w for δ ≠ 0.

Both terms of G have positive second derivative, so G is strictly convex. The average of a strictly convex function over a symmetric interval grows with the interval, so A rises from A(0) = 1/[f(1−f)]. It diverges logarithmically as one end reaches 0 or 1. Hence there is one magnetic solution, up to the sign of m, when σ < σ_c, and none when σ ≥ σ_c. The moment goes to zero continuously.

Near the threshold, A(δ) ≈ G + G″δ²/6, because the average of t² over (−δ, δ) is δ²/3. With I w = σ_c G this gives

δ² ≈ 6 (G/G″)(σ_c/σ − 1), G″ = 2/f³ + 2/(1−f)³.

The moment vanishes as a square root, which is why it can look robust until the width is close to σ_c.

At half filling the equation takes a familiar form. For f = 1/2 the difference of logarithms is 4 artanh(2δ), and with x = 2δ the condition becomes

x = tanh(x σ_c/σ), σ_c = I w/4.

This is the mean-field equation of an Ising magnet. Here the transition belongs to the finite set of k-points, not to the metal.

**Sodium parameters**

The lattice constant is rounded to a = 4.2 Å, with one electron per cell. The ionic potential is left out, so the density is uniform and the local spin-density approximation needs the energy of the uniform electron gas alone. The Fermi wavevector is (3π² · 2/a³)^(1/3) = 0.928 Å⁻¹ and the Fermi energy is E_F = 3.28 eV. The curvature of the Perdew-Wang energy, with exchange included, gives I = 1.59 eV. This is a model value and not a measurement. It depends on the parametrization and on the rounded lattice constant: Perdew-Zunger gives 1.46 eV, Vosko-Wilk-Nusair gives 1.65 eV, and a = 4.29 Å gives 1.54 eV. The width σ_c found below, 0.148 eV, scales with I and becomes 0.136, 0.154 and 0.144 eV in these three cases.

First, the converged metal. In a free-electron band N grows as E^(3/2), and N = 1/2 per spin at E_F, so

N(E_F) = (3/2)(1/2)/E_F = 3/(4E_F) = 0.2286 eV⁻¹.

The Stoner product is 1.590 × 0.2286 = 0.363, well below 1. A 24×24×24 grid with a width of 0.2 eV gives 0.2278 eV⁻¹, within 0.4% of the analytic value, and minimizing its free energy gives no moment. The model metal is nonmagnetic.

On the 4×4×4 grid, w = 24/64 = 0.375 and f = 13/24 = 0.5417. The star lies at 3.20 eV, with gaps of 1.07 eV on either side. The saturated moment is

m₀ = 2 × 0.375 × 0.4583 = 0.344 μ_B per atom,

as counted at the start. The exchange splitting I m₀ = 0.546 eV is smaller than the gaps, so the moment stops there. The energy gain is

I m₀²/4 = 1.590 × 0.3438²/4 eV = 47.0 meV per atom.

Minimization with the full functional gives 47.4 meV, 0.9% more than the quadratic formula. The band energies are the same in the two states, and the width used, 10⁻⁴ eV, allows an entropy term of at most 2wσ ln 2 = 0.05 meV. The excess therefore comes from terms of E_xc beyond m².

The width that removes the moment is

σ_c = 1.590 × 0.375 × 0.5417 × 0.4583 eV = 0.148 eV.

Minimizing the complete free energy, with all shells and the full functional, also gives 0.148 eV, equivalent to about 1720 K. In the fourth digit the grid value is 0.1484 against 0.1480 eV. The neighbouring shells account for this size of difference: their combined weight is 18/64, their f(1−f) is about exp(−1.066/0.148) ≈ 0.0007, and their product is about 0.2% of the star's own w f(1−f).

The moment is still 0.312 μ_B at 0.10 eV. It is 0.153 μ_B at 0.14 eV and zero at 0.18 eV. At 0.14 eV the square-root law gives δ ≈ 0.20 and m ≈ 0.15 μ_B. The close match is partly a cancellation: the isolated-star equation solved without expansion gives 0.145 μ_B, and the neighbouring shells and the terms of E_xc beyond m², which that equation leaves out, bring the full result back up to 0.153 μ_B.

**The width depends on the kind of smearing**

Gaussian smearing replaces each level by exp[−(ε/σ)²]/(σ√π). The filling is f = ½ erfc(−x) with x = (μ − ε*)/σ, so df/dμ = exp(−x²)/(σ√π) and

σ_G = I w exp(−x²)/√π.

For the 4×4×4 grid, erf(x) = 2f − 1 = 0.083 gives x ≈ 0.074 and σ_G = 0.335 eV. This is 2.3 times the Fermi-Dirac width, close to the half-filling ratio 4/√π. A width quoted without its smearing function is therefore incomplete. The continuity argument carries over, because dx/df = √π exp(x²) has the derivative 2πx exp(2x²), which increases with x and hence with f. So dμ/df is again convex.

**Closed shells and spread levels**

Coarseness alone does not create the moment. Keep the same grid and the same I, but fill the fourth shell completely, with 43 electrons of each spin, or 1.34375 electrons per cell. The first spin flip must now cross a gap, D_σ tends to zero with σ, and the minimization at a width of 0.02 eV finds no moment. Such a grid errs in the opposite direction: it makes the nonmagnetic state locally stable at small width for any finite I, even if the converged metal were magnetic.

The role of degeneracy can be seen by spreading the 24 levels evenly over an energy range W, which makes their spacing W/23. Move j electrons from down to up. The i-th transfer takes an electron from the highest occupied down level to the lowest empty up level, which are 2i − 1 spacings apart. The sum of 2i − 1 from 1 to j is j², so the cost per cell is j²(W/23)/64. The moment is 2j/64, so the gain is I j²/64². Both grow as j², and the gain wins if

W < 23 I/64 = 0.57 eV.

The minimization agrees on both sides of this value: the full moment remains at W = 0.4 eV and there is none at W = 0.9 eV. With the full functional the threshold at zero width moves slightly, to 0.58 eV. Exact degeneracy is therefore not required; levels crowded into a range narrower than this are enough. In that case the criterion I D_σ > 1 is not the whole test. At W = 0.4 eV and a width of 0.002 eV the Fermi level lies between two distinct levels and I D_σ is only 0.31, so m = 0 is locally stable, yet the polarized state is lower.

**Finer grids improve irregularly**

Since f(1−f) is at most 1/4, the star formula gives σ_c ≤ I g/(4N_k). This bound falls as the grid is refined if g stays bounded, and a single cubic star has at most 48 points. The actual width also follows g and f, which jump from grid to grid. For n×n×n grids the full-grid values are:

n = 4: 0.148 eV
n = 5: 0.066 eV
n = 6: 0.087 eV
n = 7: 0.022 eV
n = 8: 0.020 eV.

The 6×6×6 grid is worse than the 5×5×5 grid, because its open star has 48 points instead of 24 and is nearer half filling. Its unsmeared moment is also larger, 0.194 against 0.120 μ_B. For n = 7 and n = 8 the open shell merges two stars that share an energy only because the electrons are free; a lattice potential may separate them, so these two widths belong to the model. On all five grids the minimization finds a moment 2% below the full-grid threshold and none 2% above it.

An estimate shows why the isolated star is a reasonable picture for a nonmagnetic metal. If stars of weight w are to reproduce the converged density of states, their average spacing must be w/N(E_F). Dividing the largest σ_c, I w/4, by this spacing gives I N(E_F)/4, which is below 1/4 whenever the converged metal satisfies the Stoner condition for stability. Here it is 0.09. This concerns the average spacing; where two stars happen to lie close together, their contributions to D_σ must be added.

**Removing the moment is not convergence**

Just above σ_c the nonmagnetic state is stable but soft. The inverse of d²F/dm² is 2D_σ/(1 − I D_σ), so the spin susceptibility is proportional to D_σ/(1 − I D_σ). At a width of 0.18 eV on the 4×4×4 grid, I D_σ = 0.830, and the susceptibility is about 8.5 times that of the converged metal. At 0.40 eV, where I D_σ = 0.453, it is still about 45% too large.

A width of 0.15 eV thus answers the question of when this grid stops producing a moment, and no more than that. A wider smearing hides the discreteness but also changes the occupations, and in a metal that really is magnetic it can destroy a genuine moment. The better check is to hold the width fixed and refine the grid. A moment made by an open star changes with g, f and N_k: at a fixed width of 0.05 eV it is 0.34, 0.10, 0.19, 0 and 0 μ_B for n = 4 to 8. It can also return on a finer grid: at 0.01 eV it is zero for n = 9 and 0.06 μ_B for n = 10, so one refinement is not enough. A moment that belongs to the metal settles to a value for that width.

Calculated quantities

```
lattice constant (rounded input): 4.2 angstrom
density parameter r_s: 3.908 bohr
Fermi wavevector: 0.9280 1/angstrom
Fermi energy: 3.281 eV
Stoner parameter I: 1.5898 eV
converged DOS per spin, 3/(4 E_F): 0.2286 1/eV
24^3 grid DOS per spin, width 0.2 eV: 0.2278 1/eV
converged Stoner product I*N: 0.3634
--- 4x4x4 grid ---
points in open star: 24
star weight w: 0.3750
filling per spin f: 0.5417
star energy: 3.198 eV
gap to shell below: 1.066 eV
gap to shell above: 1.066 eV
saturated moment, formula: 0.34375 mu_B per atom
cold moment, minimized: 0.34375 mu_B per atom
exchange splitting I*m: 0.546 eV
energy gain, I*m^2/4: 46.96 meV per atom
energy gain, minimized: 47.40 meV per atom
removal width, star formula: 0.1480 eV
removal width, I*D=1 on grid: 0.1484 eV
removal width, minimized: 0.1484 eV
same as temperature: 1722 K
Gaussian removal width, formula: 0.3345 eV
Gaussian removal width, grid: 0.3345 eV
width 0.02 eV: moment 0.3438 mu_B per atom
width 0.05 eV: moment 0.3436 mu_B per atom
width 0.10 eV: moment 0.3117 mu_B per atom
width 0.14 eV: moment 0.1526 mu_B per atom
width 0.18 eV: moment 0.0000 mu_B per atom
width 0.18 eV: I*D 0.830, enhancement 1/(1-I*D) 5.87
width 0.20 eV: I*D 0.752, enhancement 1/(1-I*D) 4.03
width 0.30 eV: I*D 0.540, enhancement 1/(1-I*D) 2.17
width 0.40 eV: I*D 0.453, enhancement 1/(1-I*D) 1.83
converged enhancement: 1.57
closed-shell test: 1.34375 electrons per cell, moment 0
star spread over 0.4 eV: moment 0.3437 mu_B per atom
star spread over 0.9 eV: moment 0.0000 mu_B per atom
--- n, points, stars, f, cold m (mu_B), width formula, grid (eV) ---
4  24 1 0.5417 0.3438 0.1480 0.1484
5  24 1 0.3125 0.1200 0.0656 0.0656
6  48 1 0.4375 0.1944 0.0869 0.0875
7  36 2 0.8472 0.0321 0.0216 0.0216
8  72 2 0.0972 0.0273 0.0196 0.0196
```
